\section*{In-plane field that fully polarizes noninteracting electrons in a silicon inversion layer}

\section*{Question}

A (100) silicon inversion layer holds $n=1.0\times10^{11}\ \mathrm{cm^{-2}}$ electrons in its lowest subband. Two equivalent valleys are occupied ($g_v=2$), each with isotropic in-plane mass $m=0.19\,m_0$. The $g$ factor is 2. A magnetic field $B$ lies in the plane of the layer. Until told otherwise, take the electrons as noninteracting, the temperature as zero, the layer as clean and infinitely thin, and the valleys as degenerate. Call the lower-energy spin state ``up'', and measure energies from the bottom of the up band. Useful values are $\hbar^2/m_0=76.2\ \mathrm{meV\,nm^2}$ and $\mu_B=0.05788\ \mathrm{meV/T}$.

\begin{enumerate}
\item[(a)] Find the density of states per unit area for one spin, both valleys included.
\item[(b)] Find the polarization $P=(n_\uparrow-n_\downarrow)/n$ as a function of $B$, and the smallest field $B_p$ that gives $P=1$. Evaluate it.
\item[(c)] Recover the result by minimizing the total energy. How much kinetic energy per electron does full polarization cost?
\item[(d)] The valleys are now split by an energy $\Delta$. Find the new threshold for any $\Delta\ge0$, and evaluate it for $\Delta=0.1$ meV.
\item[(e)] With $\Delta=0$ again, find $P$ at the field $B_p$ of part (b) when the temperature $T$ is low but not zero, and when it is high.
\item[(f)] The layer has a finite thickness. Model the confinement by a hard wall at the oxide and a uniform electric field, with depletion density $10^{11}\ \mathrm{cm^{-2}}$, normal mass $0.916\,m_0$ and silicon permittivity 11.7. How does the orbital action of the in-plane field change the threshold?
\item[(g)] Compare the exchange energy gained by polarizing a thin layer with the kinetic cost. The oxide permittivity is 3.9. What does this say about the noninteracting answer?
\item[(h)] Discuss how the result relates to a real device.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Density of states}

In a periodic square of area $\mathcal A$ each allowed wave vector occupies an area $(2\pi)^2/\mathcal A$ of $k$ space. States with energy below $\varepsilon=\hbar^2k^2/2m$ fill a disk of area $\pi k^2=2\pi m\varepsilon/\hbar^2$. For one spin in one valley the number per unit area is therefore
\begin{equation}
\frac{1}{(2\pi)^2}\,\frac{2\pi m\varepsilon}{\hbar^2}=\frac{m\varepsilon}{2\pi\hbar^2}.
\end{equation}
Differentiating with respect to $\varepsilon$ and counting $g_v$ valleys gives
\begin{equation}
D=\frac{g_v m}{2\pi\hbar^2},
\end{equation}
which does not depend on energy. With $\hbar^2/m=76.2/0.19=401\ \mathrm{meV\,nm^2}$,
\begin{equation}
D=\frac{2}{2\pi\times401}=7.94\times10^{-4}\ \mathrm{meV^{-1}nm^{-2}}
=7.94\times10^{10}\ \mathrm{meV^{-1}cm^{-2}}.
\end{equation}

\subsection*{(b) Polarization and threshold}

In an infinitely thin layer an in-plane field exerts no force within the plane, because the Lorentz force on an in-plane velocity points along the normal. The field then acts on the spin alone, and the down band starts at the Zeeman energy $E_Z=g\mu_BB$. Both bands fill to a common Fermi level $\mu$. While both are occupied,
\begin{equation}
n_\uparrow=D\mu,\qquad n_\downarrow=D(\mu-E_Z).
\end{equation}
Subtracting removes $\mu$:
\begin{equation}
P=\frac{n_\uparrow-n_\downarrow}{n}=\frac{D\,g\mu_BB}{n}.
\end{equation}
The polarization is linear in $B$ because $D$ is constant. It reaches 1 when the down band empties, $\mu=E_Z$. All electrons are then up, so $\mu=n/D$. Call this Fermi energy of the polarized gas $E_p$:
\begin{equation}
E_p=\frac nD=\frac{2\pi\hbar^2n}{g_vm},\qquad
B_p=\frac{E_p}{g\mu_B}=\frac{2\pi\hbar^2n}{g_v\,m\,g\mu_B}.
\end{equation}
For $B<B_p$, $P=B/B_p$; for larger fields $P=1$. Numerically,
\begin{equation}
E_p=\frac{1.0\times10^{11}}{7.937\times10^{10}}=1.260\ \mathrm{meV},\qquad
B_p=\frac{1.260}{2\times0.05788}=10.9\ \mathrm{T}.
\end{equation}

The energy to be matched is not the Fermi energy at zero field. There both spins share the electrons, so $n=2D\mu$ and $\mu=E_p/2=0.630$ meV. As the field rises, electrons move into the up band and its Fermi level climbs to twice that value.

A direct count confirms the result. Filling the lowest discrete levels of a periodic box with 400\,000 electrons at this density gives a threshold of 10.882 T, against 10.883 T from the formula, and $P=0.4998$ at half the threshold field.

\subsection*{(c) Energy argument}

A band holding $n_s$ electrons of spin $s$ is filled to the height $n_s/D$ above its own bottom. Its kinetic energy per unit area is
\begin{equation}
\int_0^{n_s/D}D\varepsilon\,d\varepsilon=\frac{n_s^2}{2D}.
\end{equation}
Insert $n_{\uparrow,\downarrow}=n(1\pm P)/2$, add the two spins and divide by $n$. Since $(1+P)^2+(1-P)^2=2(1+P^2)$, the kinetic energy per electron is
\begin{equation}
\frac{1}{n}\,\frac{n^2}{8D}\,2(1+P^2)=\frac{E_p}{4}(1+P^2).
\end{equation}
Each down electron also costs $E_Z$, and the fraction of down electrons is $(1-P)/2$. The total energy per electron is
\begin{equation}
u(P)=\frac{E_p}{4}(1+P^2)+\frac{E_Z}{2}(1-P).
\end{equation}
Setting $u'(P)=E_pP/2-E_Z/2=0$ gives $P=E_Z/E_p$. This is a minimum because $u''=E_p/2>0$. If $E_Z>E_p$, the stationary point lies outside the allowed range and the minimum sits at $P=1$. Both statements agree with part (b).

The kinetic energy rises from $E_p/4=0.315$ meV at $P=0$ to $E_p/2=0.630$ meV at $P=1$. The cost is
\begin{equation}
\frac{E_p}{4}=0.315\ \mathrm{meV\ per\ electron}.
\end{equation}

\subsection*{(d) Split valleys}

Each valley contributes $D/2$ per spin. Put the lower up valley at energy 0 and the upper one at $\Delta$. If all electrons are up and both valleys are occupied,
\begin{equation}
n=\frac D2\mu+\frac D2(\mu-\Delta)
\quad\Rightarrow\quad \mu=E_p+\frac\Delta2 .
\end{equation}
The assumption that the upper valley is occupied requires $\mu>\Delta$, that is, $\Delta<2E_p$. The lowest down state belongs to the lower valley and lies at $E_Z$. It stays empty if $E_Z\ge\mu$, so the threshold is
\begin{equation}
g\mu_BB=
\begin{cases}
E_p+\Delta/2, & \Delta<2E_p,\\
2E_p, & \Delta\ge2E_p.
\end{cases}
\end{equation}
In the second case one valley holds everything, $n=D\mu/2$, and the two expressions join at $\Delta=2E_p$. The single-valley field is 21.8 T, twice the original answer. For $\Delta=0.1$ meV the increase is $0.05/0.1158=0.43$ T, which gives 11.3 T.

\subsection*{(e) Temperature}

Let $k$ be Boltzmann's constant, and let $\mu_s$ be the chemical potential measured from the bottom of band $s$. The constant density of states makes the Fermi integral elementary:
\begin{equation}
n_s=D\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-\mu_s)/kT}+1}
=D\,kT\ln\!\left(1+e^{\mu_s/kT}\right),
\end{equation}
because $-kT\ln(1+e^{-(\varepsilon-\mu_s)/kT})$ is an antiderivative of the integrand. Write $y=e^{\mu_\downarrow/kT}$ and $A=e^{E_Z/kT}$. Since $\mu_\uparrow=\mu_\downarrow+E_Z$, the condition $n_\uparrow+n_\downarrow=n=DE_p$ becomes, after exponentiation,
\begin{equation}
(1+yA)(1+y)=e^{E_p/kT}.
\end{equation}

At $B_p$ the right side equals $A$. Expanding and dividing by $A$ gives
\begin{equation}
y^2+y+\frac{1+y}{A}=1 .
\end{equation}
At low temperature $A$ is very large and the third term drops out. The positive root is $y=(\sqrt5-1)/2$, so $1+y=(1+\sqrt5)/2$ and $\ln(1+y)=0.481$. With $P=1-2n_\downarrow/n$,
\begin{equation}
P(B_p)\simeq1-2\ln\!\left(\frac{1+\sqrt5}{2}\right)\frac{kT}{E_p}
=1-0.962\,\frac{T}{14.6\ \mathrm K},
\end{equation}
where $E_p/k=14.6$ K. At 0.3 K this gives 0.980, equal to the full solution to that accuracy. At 1 K the polarization is 0.934. At 4.2 K the full solution gives 0.73, while the linear law gives 0.72, because $A=e^{14.62/4.2}\approx32$ is no longer very large. The threshold is sharp at $T=0$; at any higher temperature some down electrons remain.

At high temperature, $kT\gg E_Z$, expand to first order in $E_Z$. Relative to the zero-field value $\mu_0$, the two chemical potentials shift by $\pm E_Z/2$. Since $dn_s/d\mu_s=D\,y_0/(1+y_0)$ with $y_0=e^{\mu_0/kT}$,
\begin{equation}
P\simeq\frac{DE_Z}{n}\,\frac{y_0}{1+y_0}
=\frac{E_Z}{E_p}\left(1-\frac1{1+y_0}\right).
\end{equation}
The density condition $DE_p=2DkT\ln(1+y_0)$ gives $1+y_0=e^{E_p/2kT}$. At $B_p$, where $E_Z=E_p$,
\begin{equation}
P(B_p)\simeq1-e^{-E_p/2kT}.
\end{equation}
At 300 K the exponent is $14.62/600=0.0244$ and $P=0.024$. Part (f) shows that higher subbands are also occupied at 300 K. The number survives, because in a dilute gas the Boltzmann factor gives every subband the same polarization, $\tanh(E_Z/2kT)=0.024$.

\subsection*{(f) Finite thickness}

\paragraph{Heavier mass.} Let $z$ be the distance from the oxide and let $B$ point along $x$. The vector potential $A_y=-B(z-\langle z\rangle)$ describes this field. With $\zeta=z-\langle z\rangle$, the in-plane kinetic energy is
\begin{equation}
\frac{\hbar^2k_x^2}{2m}+\frac{(\hbar k_y-eB\zeta)^2}{2m}.
\end{equation}
The term in $\zeta^2$ shifts both spin bands equally at order $B^2$ and does not alter the threshold. The cross term $-\hbar k_yeB\zeta/m$ has zero mean in the ground subband. In second order it lowers the energy by
\begin{equation}
\left(\frac{\hbar k_yeB}{m}\right)^2S,\qquad
S=\sum_{j\ne0}\frac{|z_{0j}|^2}{E_j-E_0},
\end{equation}
where $E_j$ are the subband energies and $z_{0j}$ the matrix elements of $z$. Setting the coefficient of $k_y^2$ equal to $\hbar^2/2m_y$ gives
\begin{equation}
\frac{m}{m_y}=1-\frac{2e^2B^2}{m}S .
\end{equation}
Motion perpendicular to the field becomes heavier.

\paragraph{The well.} The depletion charge and, on average, half the electron charge give the confining field
\begin{equation}
\frac{e(1.0+0.5)\times10^{11}\ \mathrm{cm^{-2}}}{11.7\,\epsilon_0}=0.0232\ \mathrm{MV/cm},
\end{equation}
or a force $F=2.32$ meV/nm. The bound states in this linear potential are Airy functions with $E_j=a_jF\ell$, where $\ell=(\hbar^2/2m_zF)^{1/3}$, $m_z$ is the normal mass, and $a_0=2.338$, $a_1=4.088$ are the first zeros in magnitude. Here $\ell=(41.6/2.32)^{1/3}=2.62$ nm, and the gap to the next subband is $1.750F\ell=10.6$ meV.

\paragraph{A bound on the effect.} Write the wave equation as $u''=Wu$ with $W=2m_z(Fz-E_0)/\hbar^2$. Multiply by $2z^ku'$ with $k=1$ or 2 and integrate by parts. The boundary terms vanish, leaving
\begin{equation}
k\int z^{k-1}u'^2dz=\langle(z^kW)'\rangle .
\end{equation}
Another integration by parts gives $\int z^{k-1}u'^2dz=-\langle z^{k-1}W\rangle$ for these two $k$. Hence $2k\langle z^{k-1}W\rangle+\langle z^kW'\rangle=0$, or
\begin{equation}
3F\langle z\rangle=2E_0,\qquad 5F\langle z^2\rangle=4E_0\langle z\rangle .
\end{equation}
It follows that $\langle z\rangle=\tfrac23a_0\ell=4.08$ nm and $\langle z^2\rangle=\tfrac65\langle z\rangle^2$. The variance is $\langle z\rangle^2/5=3.33\ \mathrm{nm^2}$. Every denominator in $S$ is at least the first gap, and $\sum_{j\ne0}|z_{0j}|^2$ equals the variance, so $S\le3.33/10.62\ \mathrm{nm^2/meV}$. At $B_p$ the magnetic length is $\ell_B=\sqrt{\hbar/eB}=7.78$ nm and $\hbar eB/m=6.63$ meV, so $e^2B^2/m=6.63/7.78^2=0.110\ \mathrm{meV/nm^2}$. To second order the fractional reduction of $1/m_y$ is at most $2\times0.110\times3.33/10.62=0.069$.

\paragraph{Result.} Numerical diagonalization of the well in the full field gives $m_y/m=1.061$, a reduction of $0.057$ in $m/m_y$, below the bound. Halving the mesh step from 0.05 to 0.025 nm changes the ratio by about $2\times10^{-6}$. An elliptical Fermi line has density of states proportional to $\sqrt{mm_y}$, so the threshold falls by the factor $\sqrt{m/m_y}$. With the mass evaluated at the reduced field, the threshold is 10.6 T, about 3\% below the thin-layer value.

The other four valleys of silicon have normal mass $0.19\,m_0$ and start 9.8 meV higher in this well. Both gaps are far above $E_p$, so one subband suffices at low temperature. The uniform field is itself an approximation. Including the electrons' own charge distribution and their image charge in the oxide lowers the gaps to about 8 and 7 meV, still well above $E_p$, and lowers the threshold by a further 0.2 T. Exchange and correlation within the well act the other way: a rough local-density estimate returns the first gap to 11--13 meV and removes most or all of this further shift. The thickness correction is thus a reduction of about 0.2 to 0.5 T, depending on the model of the well. At 300 K, $kT=(300/14.62)\times1.26=26$ meV exceeds both gaps, and many subbands are occupied.

\subsection*{(g) Exchange}

\paragraph{One component.} Electrons of one spin in one valley fill a disk of radius $k_F$ and density $n_i=k_F^2/4\pi$. The Coulomb energy $e^2/4\pi\epsilon r$ has the two-dimensional transform $e^2/2\epsilon q$. The exchange energy per area is
\begin{equation}
-\frac12\,\frac{e^2}{2\epsilon}\,\frac{I(k_F)}{(2\pi)^4},\qquad
I(R)=\int\!\!\int_{\rm disk}\frac{d^2k\,d^2k'}{|\mathbf k-\mathbf k'|}.
\end{equation}
To find $I$, enlarge the disk by a ring of area $2\pi R\,dR$. From a point on the rim, in polar coordinates centred there, the integral of $1/\text{distance}$ over the disk is $\int_{-\pi/2}^{\pi/2}2R\cos\theta\,d\theta=4R$. Each pair counts twice, so $dI=2(2\pi R\,dR)(4R)$ and $I=16\pi R^3/3$. Dividing the exchange energy by $n_i$,
\begin{equation}
\varepsilon_x=-\frac{e^2}{4\epsilon}\,\frac{16\pi k_F^3}{3(2\pi)^4}\,\frac{4\pi}{k_F^2}
=-\frac{4}{3\pi}\,\frac{e^2k_F}{4\pi\epsilon}.
\end{equation}

\paragraph{Gain.} Four components share the electrons at $P=0$, so $k_F=\sqrt{\pi n}$. Two share them at $P=1$, so $k_F=\sqrt{2\pi n}$. For charges at the interface the flux divides between the two half spaces, and the mean permittivity $(11.7+3.9)/2=7.8$ applies. Define
\begin{equation}
r_s=\frac{me^2}{4\pi\epsilon\hbar^2\sqrt{\pi n}}=8.2 .
\end{equation}
Since $E_p=\pi\hbar^2n/m$ for two valleys, $e^2\sqrt{\pi n}/4\pi\epsilon=r_sE_p$. The exchange gain per electron is
\begin{equation}
\frac{4}{3\pi}(\sqrt2-1)\,r_sE_p=0.176\times8.21\times1.260=1.82\ \mathrm{meV}.
\end{equation}
This is 5.8 times the kinetic cost $E_p/4$.

Exchange alone would thus put the polarized state below the unpolarized one at zero field. That is not a reliable prediction. It omits correlation, which favours the unpolarized gas because exchange does not keep electrons of different spin or valley apart, and it omits the layer thickness, which softens the repulsion. Thickness alone does not undo the result: in the well of part (f) the gain falls to about 1.4 meV, still more than four times the cost. The comparison does show that interactions are not a small correction: 10.9 T is a reference value for free electrons, not a prediction for a real layer.

\subsection*{(h) The real device}

The parameters describe a silicon MOS layer at low temperature and low density. Transistors in normal use run near room temperature and typically at densities ten or more times higher. The confining field of 0.023 MV/cm is far below silicon's breakdown field, roughly 0.3 MV/cm. The assumption that fails most severely is the neglect of interactions. In good layers near this density, experiments indicate full polarization at fields well below the free-electron value.

Disorder also matters. A rough mobility $\mu_e=10^4\ \mathrm{cm^2/Vs}$ gives a scattering time $\tau=\mu_em/e$ and a broadening $\hbar/\tau=0.61$ meV, about half of $E_p$. A sharp band edge is then a poor description, and the threshold is smeared. A tilt of $1^\circ$ at $B_p$ leaves a normal field component with cyclotron energy $6.63\sin1^\circ=0.12$ meV. This is about 9\% of $E_p$ but only a fifth of $\hbar/\tau$, so at this mobility the corresponding Landau levels are not resolved. The corrections for thickness and for the assumed valley splitting of 0.1 meV, each roughly half a tesla or less, are small beside the interaction effect.

\section*{Computed values}
\begin{verbatim}
density n = 1.0e+11 cm^-2
in-plane mass = 0.19 m0, g = 2.0, valleys = 2
Bohr magneton = 0.05788 meV/T
density of states, one spin, both valleys = 7.937e+10 /(meV cm2)
polarized Fermi energy E_p = 1.2599 meV
unpolarized Fermi energy = 0.6300 meV
full polarization field B_p = 10.883 T
B_p from box filling = 10.882 T
box electrons = 400000
polarization at B_p/2, box filling = 0.4998
field if valleys are forgotten = 21.77 T
mean kinetic energy, unpolarized, box = 0.3150 meV
mean kinetic energy, polarized, box = 0.6300 meV
kinetic cost of polarizing E_p/4 = 0.3150 meV
-- neglected effects --
polarization at B_p, T = 0.3 K: 0.9803
polarization at B_p, T = 1.0 K: 0.9342
polarization at B_p, T = 4.2 K: 0.7315
polarization at B_p, T = 300.0 K: 0.0241
low-temperature law at 0.3 K: 0.9803
E_p / k_B = 14.62 K
valley splitting (rough) = 0.1 meV
field with valley splitting = 11.32 T
depletion density (rough) = 1.0e+11 cm^-2
mass normal to the layer = 0.916 m0
mean confining field = 0.0232 MV/cm
mean distance from oxide = 4.08 nm
magnetic length at B_p = 7.78 nm
gap to next subband = 10.62 meV
gap to the other four valleys = 9.79 meV
mass ratio m_y/m at B_p = 1.0609
mesh shift of ratio, 0.05 to 0.025 nm = -1.7e-06
field with thickness correction = 10.58 T
relative permittivities Si, oxide = 11.7, 3.9
interaction parameter r_s = 8.21
exchange gain of polarizing, thin layer = 1.819 meV
exchange gain / kinetic cost = 5.78
mobility (rough) = 1e+04 cm2/Vs
disorder broadening hbar/tau = 0.609 meV
cyclotron energy if B_p were perpendicular = 6.63 meV
\end{verbatim}
